# Split t2 Levels in Supercells: Image Hopping versus Jahn-Teller Distortion

**The argument under review**

A substitutional defect sits on a tetrahedral site of a cubic host. Its three $t_2$ states are computed in a $2\times2\times2$ supercell at one Brillouin-zone point, $X$, and come out as a singlet at $-4.348$ eV and a doublet at $-4.318$ eV. The argument runs: $T_d$ symmetry requires a threefold level; the level is split by 30 meV; therefore $T_d$ is broken, and the defect has undergone a Jahn-Teller distortion.

The first premise is true of an isolated defect. The calculation, however, describes a periodic array of defects, and its eigenstates carry a wave vector. Two questions must be answered before the conclusion can be judged: which degeneracy does the array require at that wave vector, and how large a splitting can it produce while every atom stays on its undistorted site?

**What symmetry requires of the array**

Take a simple cubic superlattice of edge $L$, with axes along those of the host. Spin-orbit coupling is left out, time reversal holds, and the defect level is separated from the host bands. Let $|i,\mathbf R\rangle$, $i=x,y,z$, be real orthonormal defect orbitals in the cell at $\mathbf R$. With Bloch sums $|i,\mathbf k\rangle=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|i,\mathbf R\rangle$, the Hamiltonian is the $3\times3$ matrix

$$H_{ij}(\mathbf k)=\varepsilon\,\delta_{ij}+\sum_{\mathbf R\ne0}T_{ij}(\mathbf R)e^{i\mathbf k\cdot\mathbf R},\qquad T_{ij}(\mathbf R)=\langle i,\mathbf 0|H|j,\mathbf R\rangle .$$

The on-site term is a multiple of the unit matrix because the site has $T_d$ symmetry.

An operation $g$ of $T_d$ turns the orbitals by a matrix $D(g)$ and moves $\mathbf R$ to $g\mathbf R$. Invariance of $H$ gives $T(g\mathbf R)=D(g)T(\mathbf R)D(g)^T$. Since $(g\mathbf k)\cdot(g\mathbf R)=\mathbf k\cdot\mathbf R$, summing over $\mathbf R$ yields

$$H(g\mathbf k)=D(g)H(\mathbf k)D(g)^T .$$

This relates different wave vectors. It restricts the levels at one $\mathbf k$ only if $g\mathbf k=\mathbf k+\mathbf G$, with $\mathbf G$ a reciprocal superlattice vector; then $D(g)$ commutes with $H(\mathbf k)$. These operations form the little group, and it is this group that fixes the spatial degeneracy.

The 24 operations of $T_d$ permute $x,y,z$ and change an even number of signs. With $\mathbf k$ in units of $2\pi/L$:

- At $\Gamma=(0,0,0)$ all 24 survive, and the triplet stays whole.
- At $X=(\tfrac12,0,0)$ the eight that keep the $x$ axis survive. The twofold rotation about $x$ removes $H_{xy}$ and $H_{xz}$. The twofold rotation about $y$, which survives because $-\tfrac12$ and $\tfrac12$ differ by a reciprocal vector, removes $H_{yz}$. The mirror $y\leftrightarrow z$ gives $H_{yy}=H_{zz}$. The result is a singlet and a doublet.
- At $M=(\tfrac12,\tfrac12,0)$ the same holds with $z$ as the special axis.
- At $R=(\tfrac12,\tfrac12,\tfrac12)$ all 24 survive, because $-\tfrac12$ and $\tfrac12$ differ by a reciprocal vector. The triplet stays whole.

So "off $\Gamma$ the level splits" would be too crude a replacement for the original argument. The point $R$ is off $\Gamma$ and splits nothing.

Time reversal can also restore a degeneracy. At $(\tfrac14,0,0)$ four operations survive, and under them $x$, $u=(y+z)/\sqrt2$ and $v=(y-z)/\sqrt2$ all behave differently, so space symmetry alone would allow three levels. The operation $x\to-x$, $y\to z$, $z\to-y$ sends $u$ to $-v$ and $\mathbf k$ to $-\mathbf k$, hence $E_u(\mathbf k)=E_v(-\mathbf k)$. Real orbitals give $H(-\mathbf k)=H(\mathbf k)^*$, hence $E_v(-\mathbf k)=E_v(\mathbf k)$. Together $E_u=E_v$, and two levels remain.

The singlet and doublet at $X$ are therefore what an undistorted array is allowed to show. Symmetry does not give the size.

**Hopping between nearest images**

Consider $\mathbf R=L\hat{\mathbf x}$. The twofold rotation about $x$ reverses $y$ and $z$, so elements joining $x$ to $y$ or $z$ vanish. The mirror $y\leftrightarrow z$ gives $T_{yy}=T_{zz}$ and $T_{yz}=T_{zy}=s$. The operation $x\to-x$, $y\to z$, $z\to-y$ then gives $T_{zy}(-\mathbf R)=-s$, whereas Hermiticity, $T(-\mathbf R)=T(\mathbf R)^T$, gives $T_{zy}(-\mathbf R)=T_{yz}(\mathbf R)=s$. Thus $s=0$, and

$$T(\pm L\hat{\mathbf x})=\mathrm{diag}(t_\sigma,t_\pi,t_\pi).$$

Threefold rotations supply the other directions. Writing $c_i=\cos k_iL$ and adding each image to its opposite,

$$E_x=\varepsilon+2t_\sigma c_x+2t_\pi(c_y+c_z),$$

and cyclically. In the difference $E_x-E_y$ the terms in $c_z$ cancel:

$$E_x-E_y=2t_\sigma(c_x-c_y)+2t_\pi(c_y-c_x)=2\Delta\,(c_x-c_y),\qquad \Delta=t_\sigma-t_\pi .$$

At $X$, $c_x=-1$ and $c_y=1$, so $E_x-E_y=-4\Delta$. At $M$, $c_z=1$ and $c_x=-1$, so $E_z-E_x=+4\Delta$. At $\Gamma$ and $R$ the cosines are equal and the splitting vanishes. What splits the level is the difference between hopping along and across the orbital axis; if $t_\sigma=t_\pi$, the three levels move together.

**The next images**

In small cells the twelve images at distance $\sqrt2L$ also matter. For $\mathbf R=L(1,1,0)$ the mirror $x\leftrightarrow y$ leaves

$$T_{xx}=T_{yy}=\alpha,\quad T_{zz}=\beta,\quad T_{xy}=T_{yx}=\gamma,\quad T_{xz}=T_{yz}=\delta .$$

The twofold rotation about $z$ takes $\mathbf R$ to $-\mathbf R$ and changes the sign of $T_{xz}$; Hermiticity then gives $T_{zx}(\mathbf R)=T_{xz}(-\mathbf R)=-\delta$, and likewise $T_{zy}=-\delta$.

Of the twelve images, eight have a component along $x$ and contribute $\alpha$ to $E_x$; the other four contribute $\beta$. The diagonal addition is

$$E_x^{(2)}=4\alpha\,c_x(c_y+c_z)+4\beta\,c_yc_z .$$

For the off-diagonal element, the images $\pm(1,1,0)$ give $2\gamma\cos(k_x+k_y)L$ and $\pm(1,-1,0)$ give $-2\gamma\cos(k_x-k_y)L$. For the other eight, the operations of $T_d$ give $T_{xy}=+\delta$ at $(\pm1,0,1)$ and $-\delta$ at $(\pm1,0,-1)$, which sum to $4i\delta\cos k_xL\,\sin k_zL$. They give $T_{xy}=-\delta$ at $(0,\pm1,1)$ and $+\delta$ at $(0,\pm1,-1)$, which sum to $-4i\delta\cos k_yL\,\sin k_zL$. With $s_i=\sin k_iL$,

$$H_{xy}^{(2)}=-4\gamma\,s_xs_y+4i\delta\,s_z(c_x-c_y).$$

At $X$ and $M$ all sines vanish. At $X$, $E_x^{(2)}=-8\alpha+4\beta$ and $E_y^{(2)}=4\alpha(-1+1)-4\beta=-4\beta$. At $M$, $E_z^{(2)}=-8\alpha+4\beta$ and $E_x^{(2)}=4\alpha(1-1)-4\beta=-4\beta$. Both differences are $-8(\alpha-\beta)$. With $\Delta'=2(\alpha-\beta)$,

$$X:\ E_x-E_y=-4(\Delta+\Delta'),\qquad M:\ E_z-E_x=4(\Delta-\Delta').$$

**A case in which no atom has moved**

The following model has no distortion at all. The host is a diamond lattice of cubic constant $a$, with one $s$ orbital per site and hopping $-t$, $t=1$ eV, so its band starts at $-4$ eV. One site carries instead three $p$ orbitals at $-2.8$ eV, coupled to the four neighbours with strength 2 eV. These are round parameters, not a particular material. The level lies below the whole host band, whereas the $t_2$ levels of real defects lie in a gap; the symmetry results carry over to that case, but the sizes, signs and decay law found below need not. The whole supercell is diagonalized, and the defect triplet lies about 0.33 eV below the band.

For $L=2a$ the numbers are those quoted at the start: at $X$ the splitting is $E_x-E_y=-29.70$ meV. At $M$ it is $E_z-E_x=16.79$ meV. At $\Gamma$ and $R$ there are triplets, at $-4.3192$ and $-4.3340$ eV. The sum and difference of the two splitting formulas give

$$\Delta=\frac{16.79+29.70}{8}=5.81\ \text{meV},\qquad \Delta'=\frac{29.70-16.79}{8}=1.61\ \text{meV}.$$

These are effective values: at these wave vectors, each set of more distant images either drops out of the splittings or enters with the same pattern of signs as one of the two nearer sets, from which it cannot be told apart. The second-image term is 28% of the first, so the nearest-image law, which demands equal and opposite splittings at $X$ and $M$, is poor here. Relative to the $X$ splitting the mismatch is 43%; at $L=5a$ it has fallen to 6%.

Two splittings fix two parameters, so agreement at $X$ and $M$ proves nothing. The point $(\tfrac14,0,0)$, not used in the extraction, provides a test. There $c_x=0$ and $c_y=c_z=1$. Nearest images give $-2\Delta$; the next give $4\beta-4\alpha=-2\Delta'$. For $L=4a$, $\Delta=0.0939$ and $\Delta'=0.0060$ meV, so the prediction is $-2(0.0939+0.0060)=-0.1998$ meV. Diagonalization gives $-0.2004$ meV, a difference of 0.3% of either value. The prediction is exactly half the splitting at $X$, so this checks the cosine dependence along $x$ and the sum $\Delta+\Delta'$, not the separation of $\Delta$ from $\Delta'$.

The point $(\tfrac14,\tfrac14,\tfrac14)$ is a second instructive case. All cosines vanish, so nearest images produce neither a shift nor a splitting. All sines are one, and every off-diagonal element equals $-4\gamma$. The symmetric combination $(x+y+z)/\sqrt3$ has energy $\varepsilon-8\gamma$, and the two combinations orthogonal to it have $\varepsilon+4\gamma$, so

$$E_e-E_{a_1}=12\gamma .$$

If the hopping were axially symmetric about $\mathbf R$, it would have the form $\tau_\pi\delta_{ij}+(\tau_\sigma-\tau_\pi)\hat R_i\hat R_j$. Then $\alpha-\beta=\gamma=(\tau_\sigma-\tau_\pi)/2$, and the splitting would be $6\Delta'$. At $L=5a$ this estimate is 2.76 µeV, 12% above the computed 2.47 µeV. Tetrahedral symmetry does not require axial hopping, so a difference is permitted. At $L=2a$ the computed splitting is 8.1 meV: a mesh point at which the leading term cancels is better than $X$, but it is not free of splitting.

**How fast the artefact fades**

A level outside the host band has an exponential tail. Along a cubic axis two of the four bonds of a site advance by $a/4$ and two retreat by $a/4$, so the lower host band is

$$E=-t\left|2e^{ik_xa/4}+2e^{-ik_xa/4}\right|=-4t\cos(k_xa/4)$$

near its bottom. Below the band $k_x=i\kappa$, and $|\varepsilon|=4t\cosh(\kappa a/4)$. With $\varepsilon=-4.3298$ eV this gives $\kappa a=1.613$.

The prefactor follows from a long-distance estimate. A defect orbital couples to the neighbour at $\mathbf d_m$ in proportion to the component $d_{m,i}$. To second order in this coupling,

$$T_{ij}(\mathbf R)\propto\sum_{mn}d_{m,i}\,d_{n,j}\,G(\mathbf R+\mathbf d_n-\mathbf d_m),$$

with a positive factor. For a level close below the band bottom, where the band is nearly isotropic and parabolic, the host Green function is approximately $G(r)=-Cf(r)$, with $C>0$ and $f=e^{-\kappa r}/r$. Here $\kappa|\mathbf d_m|=1.613\sqrt3/4\approx0.7$ is not very small, so what follows is a rough estimate to be checked against the numbers. Expand $G$ in the small displacements. Because $\sum_m\mathbf d_m=0$, the first surviving term contains one power of $\mathbf d_m$ and one of $\mathbf d_n$, and it carries a minus sign from $\mathbf d_n-\mathbf d_m$. Because $\sum_md_{m,i}d_{m,k}\propto\delta_{ik}$,

$$T_{ij}(\mathbf R)\simeq A\,\partial_i\partial_jf(R),\qquad A>0 .$$

Along $x$ this means $t_\sigma=Af''(L)$ and $t_\pi=Af'(L)/L$. The derivatives are

$$f'=-\left(\frac{\kappa}{r}+\frac1{r^2}\right)e^{-\kappa r},\qquad f''=\left(\frac{\kappa^2}{r}+\frac{2\kappa}{r^2}+\frac2{r^3}\right)e^{-\kappa r},$$

so $t_\sigma>0$ and $t_\pi<0$, as found at every size computed, and

$$\Delta(L)\simeq A\left(\frac{\kappa^2}{L}+\frac{3\kappa}{L^2}+\frac3{L^3}\right)e^{-\kappa L}.$$

From $L=4a$ to $5a$ the exponential contributes a factor 0.199 and the bracket 0.738, together 0.147. The computed ratio is 0.150. The splitting at $X$ falls from 29.7 meV at $2a$ to 3.1, 0.40 and 0.058 meV at $3a$, $4a$ and $5a$.

The rate depends on the depth of the level. For a shallower level $\kappa$ is smaller and a larger cell is needed. If the level approaches the host band so closely that the two mix strongly, the three-orbital description itself fails.

**A non-cubic cell can split the level at $\Gamma$**

Retreating to $\Gamma$ is guaranteed safe only if the superlattice keeps cubic symmetry. Let the edges be $L,L,L_z$, with the host and all atomic positions still cubic. To leading order each nearest-image matrix keeps its previous form, taken at its own distance. At $\Gamma$ all cosines are one, so

$$E_x=\varepsilon+2t_\sigma(L)+2t_\pi(L)+2t_\pi(L_z),\qquad E_z=\varepsilon+4t_\pi(L)+2t_\sigma(L_z).$$

Subtracting,

$$E_z-E_x=2\,[\Delta(L_z)-\Delta(L)] .$$

This estimate vanishes for $L_z=L$ and tends to $-2\Delta(L)$ for $L_z\to\infty$. The second images in the plane of the two edges $L$ also survive that limit and add $-2\Delta'(L)$. Lengthening one edge alone therefore does not remove the splitting. For $L=2a$ these two terms give $-2(5.81+1.61)\approx-14.9$ meV, while a $2\times2\times9$ cell gives $-16.0$ meV, so in so small a cell they are not the whole limit.

For the $4\times4\times5$ cell the estimate is $2(0.0141-0.0939)=-0.160$ meV, against a computed $-0.167$ meV. For $2\times2\times3$ it is $2(0.683-5.811)=-10.3$ meV, against $-13.3$ meV, so it misses 23% of the computed value. The formula leaves out farther images and any on-site anisotropy that they induce. In a self-consistent calculation the electrostatic field of a non-cubic array can add to the latter.

**What a real distortion would look like**

Now let the atoms move so that the site becomes tetragonal about $z$, which adds an on-site energy difference $\eta$ between $z$ and $x,y$. This term does not depend on $\mathbf k$ and does not vanish as $L$ grows. To represent a frozen distortion, the bare $p_z$ orbital is raised by 50 meV relative to $p_x$ and $p_y$, with the mean kept fixed: $p_z$ goes up by two thirds of 50 meV, and $p_x$ and $p_y$ go down by one third. This does not compute a Jahn-Teller energy; it only supplies a known on-site splitting to be recovered.

At $\Gamma$ in the $5a$ cell the splitting is $E_z-E_x=31.4$ meV. It is smaller than 50 meV because the defect state lies only partly on the $p$ orbitals: to first order the shift is the bare shift times that weight, here about $31.4/50=0.63$. At $\Gamma$ in the $2a$ cell it is 32.3 meV. Between the same two sizes the artefact at $X$ fell by a factor of about 500.

For this tetragonal distortion, a small cell can also be made to yield the on-site part. Average each orbital's energy over the eight points with components 0 or $\tfrac12$. Each $c_i$ is $+1$ at four points and $-1$ at the other four, so the mean of $c_i$ vanishes, and so does the mean of $c_ic_j$ for $i\ne j$. The contributions of the first and second images drop out; images displaced by even multiples of $L$ along all axes remain. For $L=2a$ the mean splitting is 31.5 meV, within 0.3% of the large-cell value. The levels must be followed by orbital character, not by energetic order: at $X$ in the undistorted cell the lowest level is $x$, at the equivalent point along $y$ it is $y$, and an average of sorted energies would report a splitting where none exists on the site.

The original argument also fails in reverse. Suppose a distortion raises $x$ by $\eta=31.5$ meV above $y$ and $z$. To leading order the two terms nearly cancel at the $X$ point of the $2a$ cell, $E_x-E_y\approx31.5-29.7$ meV. The remainder is about 1 meV, smaller than this subtraction suggests, because the shift depends on the $p$ weights at $X$. These are 0.60 for $x$ and 0.65 for $y,z$, from the values of $q$ below, and with the mean kept fixed they turn a bare 50 meV into $50\,(\tfrac23\cdot0.60+\tfrac13\cdot0.65)\approx30.8$ meV rather than 31.5 meV. Because the weights differ, the remainder depends on how the 50 meV is shared: it is near zero if only $x$ is raised and about 3 meV if only $y$ and $z$ are lowered. A nearly degenerate level at $X$ would then conceal a real distortion.

**Occupation, and a distortion made by the sampling**

A completely filled $t_2$ shell has no orbital degeneracy for the Jahn-Teller effect to lift, yet its levels at $X$ split in the same way. A partly filled shell can have a true Jahn-Teller instability, and there the sampling does further harm.

Let a tetragonal displacement $Q$ along $x$ shift the $p$ energies by $\lambda Q(2,-1,-1)/3$. At $Q=0$ the occupied defect states exert the force

$$-\frac{\partial E}{\partial Q}=-\frac{\lambda q}{3},\qquad q=2n_x-n_y-n_z,$$

where $n_i$ is the occupation of $p_i$. One electron in the lowest state at $X$ of the $2a$ cell gives $q=1.20$: the wave vector has selected the $x$ orbital. Atoms relaxed with this density are pushed along an axis chosen by the sampling, unless the density is symmetrized over the full point group, which amounts to averaging over the three $X$ points. A distorted final geometry is then not independent confirmation of the argument. Averaged over the three equivalent $X$ points, $q$ vanishes to rounding error.

The filled shell at a single $X$ point gives $q=-0.10$ per spin, 8% of the one-electron magnitude. The three states carry slightly different $p$ weights, so filling all of them does not populate the three $p$ orbitals equally. Even a closed shell can thus feel a small spurious force. The value $-0.10$ counts the three defect states only; occupied host states also carry $p$ weight, and in this model filling them up to mid-band moves the sum between about $-0.16$ and $+0.12$, so neither the size nor the sign of the total force follows from it.

**Assessment**

The 30 meV splitting does not support the conclusion drawn from it, since the undistorted array produces the same levels. The claim of a distortion needs evidence that separates the on-site term from the hopping. The first control is the same cell and wave vector with the atoms held at $T_d$ positions and the three orbitals equally occupied; a splitting that remains belongs to the array. The second is a cubic cell at $\Gamma$, or an average of the full matrix $H_{ij}(\mathbf k)$ over the eight-point mesh, followed by an increase in $L$. Averaging only the energies of $x$, $y$ and $z$ is not enough in general: a trigonal distortion along $(1,1,1)$ couples the three orbitals equally and leaves their mean energies equal, although the level is split.

A splitting that the first control does not reproduce and that survives the second shows that the site symmetry is broken. It still does not name the cause: unequal occupation of the three orbitals can lower the symmetry of a self-consistent potential while the atoms are fixed. A Jahn-Teller assignment further requires that the electronic state be orbitally degenerate at the symmetric geometry, and that displacing the atoms lower the total energy under sampling that favours no axis.

The numerical output lists the levels of the undistorted $2\times2\times2$ cell and the splittings for all cells, with $t_\sigma,t_\pi,\Delta,\Delta'$ printed as ts, tp, D and D2.

## Computed results

```
Host hopping t = 1.00 eV; band bottom = -4.00 eV
Defect p energy = -2.80 eV; coupling = 2.00 eV
Cubic 2x2x2 cell, undistorted; k in units of 2pi/L:
Gamma: group order 24, levels 1 spatial/1 with T; E = -4.319194, -4.319194, -4.319194 eV
X: group order 8, levels 2 spatial/2 with T; E = -4.348103, -4.318400, -4.318400 eV
M: group order 8, levels 2 spatial/2 with T; E = -4.337712, -4.337712, -4.320927 eV
R: group order 24, levels 1 spatial/1 with T; E = -4.334010, -4.334010, -4.334010 eV
(1/4,1/4,1/4): group order 6, levels 2 spatial/2 with T; E = -4.335127, -4.327066, -4.327066 eV
(1/4,0,0): group order 4, levels 3 spatial/2 with T; E = -4.335044, -4.318797, -4.318797 eV
(1/4,1/4,0): group order 2, levels 3 spatial/3 with T; E = -4.335365, -4.328126, -4.318984 eV
Cubic cells: splittings and extracted hopping in meV
L=2a: eps=-4.329307 eV; X: Ex-Ey=-29.70369, M: Ez-Ex=16.78517
  ts=5.03864, tp=-0.77247, D=5.81111, D2=1.614815 meV
L=3a: eps=-4.329764 eV; X: Ex-Ey=-3.08295, M: Ez-Ex=2.38496
  ts=0.60248, tp=-0.08101, D=0.68349, D2=0.087249 meV
L=4a: eps=-4.329775 eV; X: Ex-Ey=-0.39950, M: Ez-Ex=0.35156
  ts=0.08451, tp=-0.00937, D=0.09388, D2=0.005993 meV
L=5a: eps=-4.329775 eV; X: Ex-Ey=-0.05834, M: Ez-Ex=0.05466
  ts=0.01292, tp=-0.00120, D=0.01412, D2=0.000460 meV
Nearest-image mismatch |1+M/X|: L=2a 0.4349, L=5a 0.0631
L=4a, k=(1/4,0,0): Ex-Ey=-0.20041 meV; hopping model -0.19975 meV
L=5a, k=(1/4,1/4,1/4): Ee-Ea1=2.4653 micro-eV; axial estimate 2.7599 micro-eV
Decay constant kappa*a = 1.61330 (dimensionless)
D(5a)/D(4a) = 0.15045; tail formula 0.14705 (dimensionless)
Tetragonal cells at Gamma, undistorted:
2x2x3: Ez-Ex=-13.27284 meV; nearest-image estimate -10.25524 meV
4x4x5: Ez-Ex=-0.16699 meV; nearest-image estimate -0.15952 meV
Imposed on-site p splitting = 50.00 meV
Distorted Ez-Ex: L=2a Gamma 32.3081, L=2a 8-point mean 31.5335, L=5a Gamma 31.4461 meV
L=2a orbital anisotropy at one X point: one electron 1.19719, filled shell (per spin) -0.09992 (dimensionless)
One-electron anisotropy averaged over three X points = 6.7e-16 (dimensionless)
```
